# Viscous slit conductance in two dimensions and its near-additivity with ballistic conductance

A two-dimensional electron liquid of density $n$ and viscosity $\eta$, driven through a slit of width $w$ in a thin no-slip wall, has in the Stokes limit the conductance

$$G_{\rm vis}=\frac{\pi n^2e^2w^2}{32\,\eta}.$$

Without collisions the same slit has $G_{\rm ball}=(ge^2/h)\,k_Fw/\pi$, where $g$ is the degeneracy and $k_F$ the Fermi wavenumber. In the kinetic model defined below, with one relaxation rate for all non-conserved harmonics, the conductance at any collision length $l$ lies close to the sum,

$$G\approx G_{\rm ball}+G_{\rm vis},\qquad \frac{G_{\rm vis}}{G_{\rm ball}}=\frac{\pi^2}{16}\frac wl .$$

The largest deviation from the sum found for $w/l$ between 0.01 and 40 is 6.9%. Since $G>G_{\rm ball}$, collisions that conserve momentum raise the conductance: the flow is superballistic. The sum is an interpolation and not an identity.

Take the Stokes limit first. The wall lies on $y=0$, the slit is $|x|<a=w/2$, and the liquid flows towards $+y$ from pressure $P_-$ to pressure $P_+$, with $\Delta P=P_--P_+$. The equations are $\eta\nabla^2\mathbf u=\nabla p$ and $\nabla\cdot\mathbf u=0$. For $y>0$ let $h$ be harmonic and decaying, and set

$$u_x=-y\,\partial_xh,\qquad u_y=h-y\,\partial_yh,\qquad p=P_+-2\eta\,\partial_yh .$$

The divergence is $-y\,\partial_x^2h+\partial_yh-\partial_yh-y\,\partial_y^2h=-y\nabla^2h=0$. For any harmonic $f$, $\nabla^2(yf)=2\partial_yf$, so $\eta\nabla^2u_x=-2\eta\,\partial_x\partial_yh=\partial_xp$ and $\eta\nabla^2u_y=-2\eta\,\partial_y^2h=\partial_yp$. All equations hold, and on $y=0$ we have $u_x=0$, $u_y=h$. No flow through the wall therefore means $h=0$ for $|x|>a$.

Reflection in the wall combined with reversal of the flow maps the problem onto itself, so $p$ minus its mean $(P_++P_-)/2$ is odd in $y$. Continuity then makes $p$ equal to the mean in the slit, which gives $-2\eta\,\partial_yh=\Delta P/2$ there. The viscous stresses are continuous too: at $y=0$ both $\partial_yu_y=-y\,\partial_y^2h$ and $\partial_yu_x+\partial_xu_y=-2y\,\partial_x\partial_yh$ vanish. With $z=x+iy$ and the root of positive real part, the solution is

$$h=\frac{\Delta P}{4\eta}\,{\rm Re}\left[\sqrt{a^2-z^2}+iz\right].$$

On the wall the root is imaginary and $h=0$. In the slit, $\partial_y{\rm Re}f={\rm Re}(if')$ with $if'=-iz/\sqrt{a^2-z^2}-1$ gives $\partial_yh=-\Delta P/4\eta$, as required. Far away the bracket tends to $ia^2/2z$ and decays. The flux is

$$Q=\frac{\Delta P}{4\eta}\int_{-a}^{a}\sqrt{a^2-x^2}\,dx=\frac{\pi a^2\Delta P}{8\eta}=\frac{\pi w^2\Delta P}{32\eta}.$$

An electrochemical energy drop $eV$ exerts on the liquid the same force as a pressure drop $\Delta P=neV$, and the current is $I=enQ$. This gives $G_{\rm vis}$. As a test, $a=1.3$, $\eta=0.7$, $\Delta P=2$ gives $Q=1.89618$ from the formula; the flow through a distant semicircle gives 1.89618, and the dissipated power divided by $\Delta P$ gives 1.89617.

The shear stress $-2\eta y\,\partial_x\partial_yh$ vanishes on the wall away from the edges. At a distance $r$ from an edge it grows only as $r^{-1/2}$, so the tangential force on the wall close to the edge also tends to zero as $y\to0$. A slip condition, which permits a tangential velocity proportional to this stress, is therefore met by the same flow: within the Stokes equations a slip length does not change the flux through a slit in an infinitely thin wall.

To connect this limit with ballistic flow, write the distribution as $f_0+(-\partial f_0/\partial\varepsilon)\,\psi(\mathbf r,\theta)$, where $\psi$ is an energy that includes the electric potential energy. In linear response, at temperatures far below the Fermi energy and with a circular Fermi surface,

$$\mathbf n\cdot\nabla\psi+\gamma\left(\psi-\langle\psi\rangle-2\mathbf n\cdot\langle\mathbf n\psi\rangle\right)=s(x)\,n_y\,\delta(y),\qquad \gamma=\frac1l .$$

Here $\mathbf n=(\cos\theta,\sin\theta)$ and $\langle\cdot\rangle$ averages over angle. The two subtracted terms conserve density and momentum; every other harmonic relaxes at the same rate. The right side represents the wall. Integrating across $y=0$ shows that it makes $\psi$ jump by $s(x)$, the same for all angles. In the slit $s=0$; on the wall $s$ is whatever makes the normal current vanish.

The reflection symmetry now reads $\psi(x,-y,\theta)=-\psi(x,y,-\theta)$, so just above the wall $\psi(\theta)+\psi(-\theta)=s$. Averaging this with $\cos\theta$ gives $\langle\cos\theta\,\psi\rangle=0$, which is the no-slip condition. The wall is an effective one, not a microscopic scattering law. A diffusely scattering wall has the same ballistic and leading viscous limits, but can change the corrections between them.

The response to the wall force is found by Fourier transformation. For wavevector $\mathbf k$, the part of the force along $\mathbf k$ is balanced by an isotropic $\psi$, which carries no current. For the transverse part $s_T$, measure $\theta$ from $\mathbf k$ and put $\psi=\sum_{m\ge1}b_m\sin m\theta$. Since $2\cos\theta\sin m\theta=\sin(m+1)\theta+\sin(m-1)\theta$,

$$\frac{ik}{2}(b_{m-1}+b_{m+1})+\gamma_mb_m=s_T\delta_{m1},\qquad b_0=0,\quad\gamma_1=0,\quad\gamma_{m\ge2}=\gamma .$$

Define $D_m$ by $(ik/2)b_{m+1}=D_mb_m$. The equation for harmonic $m+1$ gives $b_{m+1}=-(ik/2)b_m/(\gamma_{m+1}+D_{m+1})$, hence $D_m=(k^2/4)/(\gamma_{m+1}+D_{m+1})$. With equal rates all $D_m$ have one value $D$, obeying $D^2+\gamma D=k^2/4$. The root for which $b_m$ decays with $m$ is $D=(\sqrt{\gamma^2+k^2}-\gamma)/2$. The equation for $m=1$ is $Db_1=s_T$, and the transverse average is $b_1/2$, so

$$\langle n_T\psi\rangle=T(k)\,s_T,\qquad T(k)=\frac{1}{\sqrt{\gamma^2+k^2}-\gamma}=\frac{\gamma+\sqrt{\gamma^2+k^2}}{k^2}.$$

At small $k$, $T\to2\gamma/k^2$, which fixes the viscosity. With Fermi speed $v$, density of states $N=gk_F/2\pi\hbar v$ and $n=gk_F^2/4\pi$, the drift velocity is $\mathbf U=Nv\langle\mathbf n\psi\rangle/n=2\langle\mathbf n\psi\rangle/\hbar k_F$. Stokes' equation with force density $ns_T$ says $\eta k^2U=ns_T$, while the kinetic result is $U=4\gamma s_T/(\hbar k_Fk^2)$. Therefore

$$\eta=\tfrac14\,n\hbar k_F\,l .$$

On the line $y=0$, write $q=|k_x|$. The transverse part of a force along $y$ is $q/k$ of the whole, and projecting the response back onto $y$ gives another factor $q/k$. The response on the line is thus $M(q)=\int(dk_y/2\pi)(q^2/k^2)T(k)$. With $k_y=q\tan\beta$, $k=q/\cos\beta$ and $dk_y=q\,d\beta/\cos^2\beta$,

$$M=\frac q\pi\int_0^{\pi/2}T\!\left(\frac q{\cos\beta}\right)d\beta=\frac1{\pi q}\int_0^{\pi/2}\left[\gamma\cos^2\beta+\cos\beta\sqrt{\gamma^2\cos^2\beta+q^2}\right]d\beta .$$

Let $\kappa=ql$. The first term gives $1/4\kappa$. In the second put $t=\sin\beta$, which turns it into $(1/\pi\kappa)\int_0^1\sqrt{1+\kappa^2-t^2}\,dt$, an elementary integral. The result is

$$M=\frac{F(\kappa)}{2\kappa},\qquad F=\frac12+\frac1\pi\left[\kappa+(1+\kappa^2)\arctan\frac1\kappa\right].$$

Far from the slit $s=-eV$. Write $s=-eV+r(x)$. The uniform step drives no current, so $j=\langle n_y\psi\rangle$ on the line is $M$ applied to $r$. In the slit $r=eV$; on the wall $r$ is unknown but $j=0$. Inverting $M$ leaves an equation on the slit alone:

$$\int_{-a}^{a}K(x-x')\,j(x')\,dx'=eV\quad(|x|<a),\qquad K(q)=\frac1{M(q)},\qquad I=eNv\int_{-a}^aj\,dx .$$

For $\kappa\to\infty$, $F\to2\kappa/\pi$ and $K\to\pi$, so $j=eV/\pi$ and $I=e^2V(gk_F/2\pi\hbar)(w/\pi)$, which is $G_{\rm ball}$. For $\kappa\to0$, $F\to1$ and $K\to2ql$. On the boundary of a decaying harmonic function, multiplication by $q$ is the operation $-\partial_y$; the function $h$ above shows that it takes $\sqrt{a^2-x^2}$ to 1 in the slit. Hence $j=eV\sqrt{a^2-x^2}/2l$ and $\int j\,dx=\pi w^2eV/16l$. Dividing by the ballistic value $weV/\pi$ gives $\pi^2w/16l$. Inserting $\eta=n\hbar k_Fl/4$ in the Stokes formula gives the same ratio.

Between the limits the equation is solved with $j=\sum c_mP_m(x/a)$, using 40 even Legendre polynomials. With $q$ in units of $1/a$, the transform of $P_m$ is $2(-i)^mj_m(q)$, where $j_m$ is a spherical Bessel function. Projection on each $P_m$ gives

$$\sum_nA_{mn}c_n=2eV\delta_{m0},\qquad A_{mn}=\frac4\pi(-1)^{(m+n)/2}\int_0^\infty K\,j_mj_n\,dq,\qquad \frac G{G_{\rm ball}}=\frac{\pi c_0}{eV}.$$

At $w/l=2$ this gives 2.337. A separate real-space solution, with 300 points across the slit in a periodic cell 24 slit widths long, gives 2.340. The comparison with the sum is:

| $w/l$ | $G/G_{\rm ball}$ | $1+G_{\rm vis}/G_{\rm ball}$ | excess over sum |
|---:|---:|---:|---:|
| 0.1 | 1.105 | 1.062 | 4.1% |
| 1 | 1.720 | 1.617 | 6.4% |
| 3 | 2.946 | 2.851 | 3.4% |
| 10 | 7.230 | 7.169 | 0.9% |

The largest excess, 6.9% of the sum, occurs near $w/l=0.6$.

For a wide slit the near-additivity can be traced to the edges. Close to one edge, placed at $x=0$ with the slit at $x>0$, the current varies over a distance $l\ll w$, and the constant $eV$ is small beside the separate contributions to $Kj$. There $Kj=0$ for $x>0$. Let $J_+(q)=\int_0^\infty j\,e^{iqx}dx$, analytic in the upper half-plane, and let $R_-(q)$ be the transform of $r$ on the wall, analytic in the lower one. Then $KJ_+=R_-$ with $K=2|q|l/F$. Split $|q|=\sqrt{q+i0}\sqrt{q-i0}$ and $1/F=P_+P_-$, so that

$$q\sqrt{q+i0}\,P_+J_+=\frac{q\,R_-}{2l\sqrt{q-i0}\,P_-}.$$

The left side is analytic above the real axis and the right side below it, so together they form an entire function. At large $q$, $P_+\sim q^{-1/2}$, and a finite edge current gives $J_+\sim1/q$; the function is bounded and hence constant. Thus $J_+\propto q^{-3/2}/P_+$. Cauchy's formula, with $t$ and $-t$ combined, gives

$$\ln P_+(q)=-\frac q{\pi i}\int_0^\infty\frac{\ln F(tl)}{t^2-q^2}\,dt\;\to\;iqb,\qquad b=\frac l\pi\int_0^\infty\frac{\ln F(\kappa)}{\kappa^2}\,d\kappa$$

as $q\to0$; the last integral converges because $\ln F\approx\kappa^2/2$ at small $\kappa$. So $J_+\propto q^{-3/2}(1-iqb)$. This is the transform of $\sqrt x+b/2\sqrt x\approx\sqrt{x+b}$, since differentiation multiplies a transform by $-iq$. Seen from afar, each edge is moved outward by $b$, and $w$ in the viscous formula becomes $w+2b$. To first order in $l/w$,

$$G\approx G_{\rm vis}\left(1+\frac{4b}w\right)=G_{\rm vis}+\frac{\pi^2}4\frac bl\,G_{\rm ball}.$$

The integral gives $b=0.417\,l$ and the coefficient 1.029. The slit equation, solved at $w/l=20$ and 40 and extrapolated with a remainder proportional to $l/w$, gives 1.030. The term added to $G_{\rm vis}$ is thus close to $G_{\rm ball}$ but not equal to it. It comes from edge layers of width of order $l$, and so depends on the collision and wall models.

For a narrow slit the sum fails in another way. At large $\kappa$, $M\approx1/\pi+1/4\kappa$, so $\pi-K\approx\pi^2/(4ql)$. To first order in this difference, with the ballistic current $j_0=eV/\pi$,

$$\delta\!\int\! j\,dx=\frac1{eV}\int j_0(\pi-K)j_0\,dx\approx\frac{eV}{\pi^3}\int_{1/l}^{1/w}\frac{\pi^2}{4ql}\,w^2dq=\frac{eVw^2}{4\pi l}\ln\frac lw ,$$

since the transform of a constant on the slit is $w$ times that constant for $q\ll1/w$. Relative to $weV/\pi$ this is $(w/4l)\ln(l/w)$, while the sum predicts a term linear in $w/l$. The numerical coefficient of the logarithm, from $w/l=10^{-4}$ and $10^{-3}$, is 0.248 against $1/4$. The sign has a direct reading. Collisions replace a beam of extra electrons by an angular distribution proportional to $1+2\cos\alpha$, with $\alpha$ measured from the beam. It equals $-1$ straight backwards: a deficit of electrons returns through the slit, and a deficit moving backwards adds to the forward current.

For an example take illustrative values for graphene encapsulated in hBN, where clean encapsulation makes momentum loss slow: $g=4$, $n=10^{12}$ cm$^{-2}$, Fermi speed $10^6$ m/s, $T=100$ K, $l=400$ nm and $w=500$ nm. This $l$ is chosen for illustration and is short for 100 K. With $E_F=117$ meV the Fermi-liquid scale $\hbar vE_F/(k_BT)^2$ is already about 1 µm, and $l=400$ nm is more nearly a value for 200–300 K, where phonon momentum loss and thermal corrections exceed those quoted below. With $l\gtrsim1$ µm the viscous term would be at most about $0.3\,G_{\rm ball}$. Then $k_F=\sqrt{4\pi n/g}=0.177$ nm$^{-1}$, $\eta=n\hbar k_Fl/4=1.87\times10^{-17}$ kg/s and $w/l=1.25$. The formulas give $G_{\rm ball}=4.37$ mS and $G_{\rm vis}=3.37$ mS, with sum 7.74 mS. The kinetic equation gives 8.20 mS, 5.9% above the sum. The slit resistance falls from 229 ohm without collisions to 122 ohm.

Real devices also lose momentum. With a rough momentum-loss length $l_{\rm loss}=5$ µm the sheet resistance is $\rho=\hbar k_F/(ne^2l_{\rm loss})=14.6$ ohm. Ohmic spreading on both sides out to $R=2$ µm is estimated as $(2\rho/\pi)\ln(4R/w)=26$ ohm, about a fifth of the slit resistance. This gives only the order of magnitude and is not an upper bound, since viscosity changes the current pattern near the slit and along the wall. Subtracting it from a measured resistance is therefore only a first correction; a comparison with the slit value to within a few per cent needs momentum loss included in the kinetic equation itself. Balancing viscous force against momentum loss gives the range $\sqrt{l\,l_{\rm loss}}/2=707$ nm, larger than the half-width of 250 nm, so momentum loss does not dominate the flow near the slit. Smaller effects are the thermal shift of the chemical potential, 0.9%, and diffraction, of order $1/k_Fw=1.1\%$. At 1 µA the slit voltage is 0.12 mV against $k_BT/e=8.6$ mV, which supports linear response.

The result is sensitive to the assumption of a single relaxation rate. In a degenerate liquid with a circular Fermi surface, odd harmonics can relax much more slowly than even ones. If the rate of $m=3$ alone is lowered tenfold, with all else fixed, $G/G_{\rm ball}$ rises from 1.88 to 2.55. The viscosity is unchanged, because at small $k$ the chain gives $D_1\to k^2/4\gamma_2$, which contains only the rate of $m=2$. The result is then 44% above the sum. The flow is still superballistic, but the viscosity and the ballistic value no longer suffice to predict the conductance at this width. The remaining figures are in the numerical output.

## Calculated quantities

```
Stokes test flux, formula: 1.89618 (test units)
Stokes test flux, far semicircle: 1.89618 (test units)
Stokes test flux, from dissipation: 1.89617 (test units)
w/l=2, G/G_ball, Legendre solver: 2.3367
w/l=2, G/G_ball, periodic solver: 2.3399
w/l | G/G_ball kinetic | 1+G_vis/G_ball | kinetic/sum-1 in %
 0.03 |   1.0390 |   1.0185 |   2.01
 0.10 |   1.1053 |   1.0617 |   4.11
 0.30 |   1.2599 |   1.1851 |   6.31
 1.00 |   1.7201 |   1.6169 |   6.39
 3.00 |   2.9461 |   2.8506 |   3.35
10.00 |   7.2303 |   7.1685 |   0.86
30.00 |  19.5476 |  19.5055 |   0.22
Largest deviation from sum: 6.87 %
  found at w/l = 0.58
Scan range of w/l: 0.01 to 40.0
Edge displacement b/l: 0.4171
Wide-slit (G-G_vis)/G_ball, edge theory: 1.0293
Wide-slit (G-G_vis)/G_ball, numerical: 1.0304
Narrow-slit logarithm coefficient: 0.2484 (theory 1/4)
Example density: 1.00e+12 cm^-2; degeneracy: 4
Example Fermi speed: 1.00e+06 m/s; temperature: 100 K
Example slit width: 500 nm; l: 400 nm
Example w/l: 1.250
Fermi wavenumber: 0.1772 nm^-1
Fermi energy: 116.7 meV
Viscosity eta: 1.869e-17 kg/s
Kinematic viscosity v_F l/4: 0.100 m^2/s
G_ball: 4.371 mS
G_vis: 3.371 mS
G_ball + G_vis: 7.742 mS
G kinetic: 8.201 mS
G kinetic / G_ball: 1.8761
Resistance, ballistic: 228.8 ohm
Resistance, kinetic: 121.9 ohm
Momentum-loss length: 5.0 um
Sheet resistance: 14.56 ohm
Outer radius for spreading: 2.0 um
Neglected spreading resistance, upper size: 25.7 ohm
Viscous range sqrt(l l_loss)/2: 707 nm
Thermal shift pi^2/6 (kT/E_F)^2: 0.90 %
Diffraction size 1/(k_F w): 1.13 %
Test current: 1.0 uA
Drift speed / v_F in slit: 1.25e-03
Slit voltage: 0.122 mV; kT/e: 8.62 mV
G/G_ball if m=3 relaxes ten times slower: 2.5509
```
